# Vacuum Level and 1/A Eigenvalue Shift of a Neutral Periodic Wire, part 2

A periodic calculation of a wire may set the cell average of the electrostatic potential to zero, whereas ionization energies are measured from the vacuum beside the wire. We need the shift between these two references.

The wire runs along \(z\) with period \(c\), in a cell of transverse area \(A\). Copies stand at transverse lattice points \(\mathbf R\), with reciprocal vectors \(\mathbf G\). We write \(\mathbf r=(x,y)\), \(r=|\mathbf r|\), and \(\nabla_\perp^2\) for the transverse Laplacian. In Gaussian form \(\nabla^2\phi=-4\pi\rho\), where \(\rho\) includes nuclei and electrons. With \(e>0\), an electron of mass \(m\) has potential energy \(-e\phi\).

The \(z\)-averaged density \(\bar\rho\) is assumed neutral and axisymmetric. Its \(z\)-averaged potential \(\phi\) is then constant outside the wire, and this vacuum level is set to zero. With \(M=\int r^2\bar\rho\,d^2r\), the cell average is \(\phi_{\rm av}=-\pi M/A\). This also follows from Green's identity with \(\nabla_\perp^2r^2=4\), if the potential and its normal derivative vanish at the cell edge.

Leaving out the \(\mathbf G=0\) term gives the zero-average potential \(\phi_{\rm cell}\), with \(\rho_{\mathbf G}=\frac1A\int\bar\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^2r\). The vacuum then lies at \(-\pi eM/A\), and a level \(\varepsilon_{\rm vac}\) measured from vacuum appears at

\[
\varepsilon_{\rm cell}=\varepsilon_{\rm vac}+e\phi_{\rm av}
=\varepsilon_{\rm vac}-\frac{\pi eM}{A}.
\tag{6}
\]

For bound levels in sufficiently wide cells, \(M\) stays the same and the error from overlapping orbital tails is exponentially small. A short-range potential that keeps its average adds no shift.

The harmonics \(\phi_n\) and \(\rho_n\), the coefficients of \(e^{ig_nz}\) with \(g_n=2\pi n/c\), obey for \(n\neq0\) and \(g=|g_n|\)

\[
\phi_n(\mathbf r)=2\int K_0(g|\mathbf r-\mathbf r'|)\,\rho_n(\mathbf r')\,d^2r' .
\tag{1}
\]

Here \(K_0\) is the modified Bessel function, with \(K_0(u)\approx\sqrt{\pi/2u}\,e^{-u}\) at large argument.

A model wire lets us compare the two references directly. A positive background has \(N=20\) charges per nanometre and a Gaussian profile of width \(s=0.04\) nm. The electrons all occupy the lowest transverse state \(\psi\), and a short-range well of depth \(U_0=30\) eV and width \(w_0=0.10\) nm helps to bind them. These are round model parameters and describe no particular material. The occupation of a single transverse state is imposed, and the kinetic energy along \(z\) is left out. The model tests the change of reference and is not the ground state of a real wire. The equations are

\[
\left[-\frac{\hbar^2}{2m}\nabla_\perp^2-e\phi-U_0e^{-r^2/w_0^2}\right]\psi=\varepsilon\psi,
\qquad
\bar\rho=eN\left[\frac{e^{-r^2/s^2}}{\pi s^2}-|\psi|^2\right].
\]

The well keeps its average. Solved in the radial coordinate with vacuum at zero, the wire has its level at \(-21.193\) eV and a moment \(M=-0.04385\ e\,\)nm. The unit is charge times area per length. Since the background has mean square radius \(s^2=0.0016\ \text{nm}^2\), the electrons have

\[
\langle r^2\rangle=0.0016+\frac{0.04385}{20}=0.0038\ \text{nm}^2 ,
\]

and they do extend farther than the positive charge. With \(e^2=1.440\) eV nm in Gaussian form, a square cell of side 0.7 nm should raise the level by

\[
\frac{\pi\,(1.440\ \text{eV nm})(0.04385\ \text{nm})}{0.49\ \text{nm}^2}=0.405\ \text{eV}.
\]

A separate self-consistent solution in the periodic cell, with the \(\mathbf G=0\) electrostatic term left out, gives a level at \(-20.7887\) eV. The shift found is 0.4045 eV, against 0.4048 eV from the formula. For a side of 1.0 nm both are 0.1984 eV.

Two periodic calculations are enough to recover the vacuum reference without knowing \(M\). Subtracting (6) for areas \(A_1\) and \(A_2\) gives the slope \((\varepsilon_1-\varepsilon_2)/(1/A_1-1/A_2)\), and the straight line is then continued to \(1/A=0\):

\[
\varepsilon_{\rm vac}=\varepsilon_2-\frac{1}{A_2}\,
\frac{\varepsilon_1-\varepsilon_2}{1/A_1-1/A_2}.
\]

Here \(1/A_1=2.041\ \text{nm}^{-2}\), \(1/A_2=1\ \text{nm}^{-2}\) and \(\varepsilon_1-\varepsilon_2=0.2060\) eV. The correction is \(0.2060/1.041=0.198\) eV, and the extrapolated level is \(-21.193\) eV. It differs from the radial result by less than 0.001 eV.

For a real system we take carbon dioxide molecules placed head to tail along \(z\). The carbon–oxygon distance is set to 0.116 nm and the repeat length to 0.55 nm, both rough values. A free closed-shell linear molecule has a density that is symmetric about its axis, so this chain satisfies the symmetry assumption without any averaging over angle. We build its charge density as a sum of free-molecule densities, computed at the Hartree–Fock level in the aug-cc-pVTZ basis. This leaves out electron correlation and the response of each molecule to its neighbours.

For such a sum, the average over one period collects the whole of one molecule. If \(\rho_{\rm mol}\) is its charge density, then

\[
\bar\rho(\mathbf r)=\frac1c\int_{-\infty}^{\infty}\rho_{\rm mol}(\mathbf r,z)\,dz,
\qquad
M=\frac{q_\perp}{c},\qquad
q_\perp=\int(x^2+y^2)\rho_{\rm mol}\,d^3r .
\]

The nuclei lie on the axis and contribute nothing to \(q_\perp\). The electrons give \(q_\perp=-0.06164\ e\,\text{nm}^2\), so

\[
M=-\frac{0.06164}{0.55}=-0.112\ e\,\text{nm},
\qquad
-\pi eM=\pi(1.440)(0.1121)=0.507\ \text{eV nm}^2 .
\]

Division by the cell area gives an upward shift of \(0.507/2.25=0.225\) eV for a side of 1.5 nm, 0.127 eV for 2 nm and 0.056 eV for 3 nm. To bring the shift down to 0.01 eV by widening the cell alone, the side would have to be \(\sqrt{0.507/0.01}=7.1\) nm. Subtracting the vacuum level removes the shift in a much smaller cell, provided that the tails have died out at its edge.

The shift can be checked without using the moment. The Fourier series

\[
\phi_{\rm cell}(\mathbf r)=\sum_{\mathbf G\neq0}\frac{4\pi\rho_{\mathbf G}}{G^2}\,e^{i\mathbf G\cdot\mathbf r}
\]

was summed for the molecular charge, with each point value replaced by a narrow Gaussian average to speed convergence. Such an average does not alter a flat potential. The electron energy \(-e\phi_{\rm cell}\) at 1.5 nm comes out as 0.22534 eV both at the middle of the cell face and at the corner, and the formula gives 0.22534 eV. The two larger cells agree equally well, as the numerical output shows. The equality of face and corner is what a flat averaged potential between the wires requires.

It is tempting to use the corresponding formula for an isolated spherical molecule. In three dimensions \(\nabla^2r_3^2=6\), where \(r_3^2=x^2+y^2+z^2\), and the argument from Green's identity gives an average of \(-(2\pi/3\Omega)\int r_3^2\rho\,d^3r\) in a cell of volume \(\Omega\). That argument needs the potential to vanish on all faces of the cell. In the chain, the two end faces cut through the row of molecules, where it does not vanish. With \(q_{zz}=\int z^2\rho_{\rm mol}\,d^3r\) and \(\Omega=Ac\), the ratio of the spherical formula to the wire formula is

\[
\frac{\tfrac{2\pi}{3}(q_\perp+q_{zz})}{\pi q_\perp}
=\frac23\left(1+\frac{q_{zz}}{q_\perp}\right),
\]

which equals one when \(q_{zz}=q_\perp/2\), as in a spherical density. For the chain at 1.5 nm the spherical formula gives 0.251 eV instead of 0.225 eV, an error of 12 per cent relative to the wire result. The ratio 1.116 tells us that \(q_{zz}=(1.5\times1.116-1)q_\perp=0.674\,q_\perp=-0.0415\ e\,\text{nm}^2\). We shall need this number for a tilted molecule.

Reading the vacuum level at a single point, instead of averaging over \(z\), introduces a ripple. Its size follows from (1). For an axisymmetric source at radius \(r'<r\), the angular average of \(K_0(g|\mathbf r-\mathbf r'|)\) is a regular axisymmetric solution of \((\nabla_\perp^2-g^2)f=0\) in the variable \(r'\). It is therefore proportional to the modified Bessel function \(I_0(gr')\), and its value \(K_0(gr)\) at \(r'=0\) fixes the factor. The average is \(K_0(gr)I_0(gr')\). The harmonics \(n=1\) and \(n=-1\) are equal for this mirror-symmetric chain and combine into a cosine, which doubles the amplitude. With \(g=2\pi/c\), the coefficient of \(\cos gz\) from all wires is

\[
\frac4c\,S\sum_{\mathbf R}K_0(g|\mathbf r-\mathbf R|),
\qquad
S=\int\rho_{\rm mol}\,I_0(gr)\cos(gz)\,d^3r .
\]

At the middle of the face of the 1.5 nm cell, this law and the Fourier series both give an amplitude of 0.00115 eV for the electron energy. That is half a per cent of the shift. The decay length is \(0.55/2\pi=0.088\) nm. Moving the face outward by 0.25 nm, as in the 2 nm cell, reduces the ripple by a factor of about 20: the exponential gives \(e^{0.25/0.088}\approx17\), and the square root in \(K_0\) adds about 15 per cent.

A common tilt of the molecules is more serious, since it breaks the axial symmetry. Let all of them turn by an angle \(\theta\) towards \(x\), with their centres and the repeat length held fixed. Write \(q_{xx}=q_{yy}=q_\perp/2\) for the upright molecule. After the turn,

\[
q'_{xx}=q_{xx}\cos^2\theta+q_{zz}\sin^2\theta,\qquad q'_{yy}=q_{yy},
\]

and the transverse moment becomes

\[
q'_\perp=q_\perp+(q_{zz}-q_{xx})\sin^2\theta .
\]

For \(\theta=20^\circ\), \(\sin^2\theta=0.117\) and \(q_{zz}-q_{xx}=-0.0415+0.0308=-0.0107\ e\,\text{nm}^2\). The moment grows in magnitude by \(0.00125\ e\,\text{nm}^2\), or 2 per cent, and the formula gives 0.230 eV at 1.5 nm in place of 0.225 eV.

The vacuum, however, is no longer flat. The difference \(\Delta=q'_{xx}-q'_{yy}\) is a transverse quadrupole. To find its potential, we expand the potential of a line charge, \(-2\ln|\mathbf r-\mathbf r'|\), for \(r'<r\). Its quadrupole term is \((r'/r)^2\cos2(\alpha-\alpha')\), where \(\alpha\) and \(\alpha'\) are the polar angles of \(\mathbf r\) and \(\mathbf r'\). Integrated over the charge, this gives

\[
\phi_{\rm quad}=\frac{\Delta}{c}\,\frac{\cos2\alpha}{r^2}.
\]

It falls off as a power, so neighbouring wires feel it. At the middle of the face towards \(x\), 0.75 nm from the axis, one wire changes the electron energy by

\[
\frac{(1.440)(0.00125)}{(0.55)(0.5625)}\ \text{eV}=0.006\ \text{eV},
\]

and the two wires nearest to that point together give 0.012 eV. The full Fourier series gives vacuum energies of 0.240 eV at the \(x\) face and 0.220 eV at the \(y\) face, which is 0.010 eV above and below their mean. The mean, 0.230 eV, agrees with the formula for the tilted moment.

This agreement belongs to the square cell. A rotation by \(90^\circ\) maps the square array onto itself and reverses the sign of the quadrupole potential. The contributions at the two faces therefore cancel in the mean, and the potential of the neighbouring quadrupoles vanishes on the axis of the wire. To leading order, the bound levels still shift by the tilted moment. A rectangular cell lacks this symmetry, and the cancellation cannot be assumed there. A transverse dipole is a stronger violation, since its potential falls only as \(1/r\) and its second moment depends on the chosen origin.

The computed moment has smaller uncertainties of its own. Going from the aug-cc-pVDZ to the aug-cc-pVTZ basis lowers its magnitude by 0.3 per cent, and aug-cc-pVQZ lowers it by a further 0.04 per cent, to \(q_\perp=-0.06162\ e\,\text{nm}^2\); the last digit of \(-0.06164\) is therefore not converged, while 0.507 eV nm² is unchanged. In the smaller basis, replacing Hartree–Fock by the PBE functional raises it by 0.33 per cent. The density-fitting approximation for the electron repulsion changes it by 0.008 per cent. The effect of neighbours was estimated from a pair of molecules at the chain spacing. Doubling the change per molecule, because each molecule in the chain has two neighbours, gives an increase of 0.11 per cent, a figure not corrected for basis-set superposition. Each of these moves the 0.225 eV shift by less than 0.001 eV. The PBE comparison is not a bound on the missing correlation, however: second-order perturbation theory (MP2) in the smaller basis raises the magnitude of the moment by 1.7 per cent with the relaxed density, which is about 0.004 eV in the shift; in aug-cc-pVTZ the rise is 1.2 per cent, about 0.003 eV. The difference \(q_{zz}-q_{xx}\), which governs the effects of tilt, is far more sensitive: in the smaller basis MP2 changes it from \(-0.0109\) to \(-0.0090\ e\,\text{nm}^2\), about 17 per cent, so the Hartree–Fock tilt figures may be too large by a similar fraction.

A real row of carbon dioxide molecules would need something to hold it straight, such as a narrow channel, and this is the larger omission. The bond length used is close to that of the real molecule, while the spacing is a plausible contact distance and not a measured one. For superposed charge densities \(M\) is additive, so the channel wall would add its own moment, and the factor \(r^2\) gives weight to charge far from the axis. The value of 0.507 eV nm² therefore belongs to the bare chain. Molecules in a channel may also tilt: a common tilt of \(20^\circ\) changes the mean shift by 2 per cent and spreads the vacuum energy at the faces over 0.02 eV in the 1.5 nm cell, both at the Hartree–Fock level.

These results suggest how to treat a calculated wire. If the wire is neutral and nearly axisymmetric, the \(z\)-averaged potential at the cell edge gives the vacuum level directly, and its variation throughout the vacuum region shows whether it is flat. Looking only along the edge is not enough: in a square cell, the potential of a quadrupole oriented along the diagonal vanishes on the whole edge, because reflection in the edge reverses its sign. If the potential is flat in every cell used and only the electrostatic average has been removed, the moment formula and the extrapolation in \(1/A\) must lead to the same energy for a bound level, apart from the small error due to overlapping tails. If it is not flat, either the tails still overlap or the wire departs from the assumptions, and a wider cell or an explicit treatment of the multipoles is needed.

## Computed values

```
MODEL WIRE
electrons per length = 20.0 1/nm
background width = 0.04 nm, well width = 0.10 nm
well depth = 30.0 eV
second moment M = -0.04385 e nm
level relative to vacuum = -21.1931 eV
side 0.7 nm: zero-average level = -20.7887 eV
   shift found = 0.4045 eV, formula = 0.4048 eV
side 1.0 nm: zero-average level = -20.9947 eV
   shift found = 0.1984 eV, formula = 0.1984 eV
two-cell extrapolated level = -21.1927 eV
CO2 CHAIN, Hartree-Fock, aug-cc-pVTZ, free-molecule densities
C-O distance = 0.116 nm, repeat = 0.55 nm
radial moment per molecule = -0.06164 e nm^2
second moment M = -0.11208 e nm
shift times area = 0.5070 eV nm^2
side 1.5 nm: formula shift = 0.22534 eV
   Fourier sum: face = 0.22534 eV, corner = 0.22534 eV
side 2.0 nm: formula shift = 0.12676 eV
   Fourier sum: face = 0.12676 eV, corner = 0.12676 eV
side 3.0 nm: formula shift = 0.05634 eV
   Fourier sum: face = 0.05634 eV, corner = 0.05634 eV
side for 0.01 eV shift = 7.12 nm
isotropic-molecule formula at 1.5 nm = 0.25142 eV
z-ripple amplitude at 1.5 nm face = 0.001149 eV
   Bessel-function law = 0.001149 eV
tilt 20 deg, 1.5 nm: x face = 0.23993 eV, y face = 0.21991 eV
   formula with tilted moment = 0.22992 eV
RELATIVE CHANGES OF THE MOMENT (and so of the shift)
aug-cc-pVDZ to aug-cc-pVTZ = -0.297 %
density fitting, aug-cc-pVDZ = 0.0083 %
Hartree-Fock to PBE, aug-cc-pVDZ = 0.33 %
two neighbours, from a pair, aug-cc-pVDZ = 0.11 %
```
